# Lucovsky photoionization of a zero-range deep centre and its peak: a program that tests the result

```python
"""Photoionization of a zero-range deep centre (Lucovsky model).
Result under test, for photon energy E above the binding energy EI:
  sigma(E) = (16 pi alpha / 3 n) (hbar^2/m) EI^(1/2) (E-EI)^(3/2) / E^3,
with its maximum at E = 2 EI.
alpha: fine-structure constant, n: refractive index, m: band mass,
kappa = sqrt(2 m EI)/hbar: inverse decay length of the bound state.
Scaled units: hbar = m = kappa = 1, so EI = 1/2 and E/EI = 1 + k^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

# Model parameters
binding_eV = 0.5
mass_ratio = 0.3
index = 3.4

hbar, eV, alpha = const.hbar, const.e, const.fine_structure
mass = mass_ratio * const.m_e
EI = binding_eV * eV
kappa = np.sqrt(2 * mass * EI) / hbar


def sigma_formula(E):
    """Derived cross section in m^2; E in joules, above threshold."""
    pref = 16 * np.pi * alpha * hbar**2 / (3 * index * mass)
    return pref * np.sqrt(EI) * (E - EI)**1.5 / E**3


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# Bound-state norm and dipole element by direct quadrature (scaled units)
r, wr = gauss(0.0, 45.0, 240)
c, wc = gauss(-1.0, 1.0, 120)
psi = np.exp(-r) / (np.sqrt(2 * np.pi) * r)
norm = np.sum(wr * 4 * np.pi * r**2 * psi**2)
assert abs(norm - 1) < 1e-9
for k in (0.4, 1.0, 1.7):
    wave = np.exp(-1j * k * np.outer(r, c))
    weight = 2 * np.pi * np.outer(wr * r**2 * psi, wc)
    fourier = np.sum(weight * wave)
    dipole = np.sum(weight * wave * np.outer(r, c))
    expected = -1j * 8 * np.pi * k / np.sqrt(2 * np.pi) / (k**2 + 1)**2
    assert abs(dipole - expected) < 1e-8
    # momentum form against length form at omega = (k^2+1)/2
    omega = (k**2 + 1) / 2
    assert abs(k * abs(fourier) - omega * abs(dipole)) < 1e-8

# Absolute cross section from time-dependent amplitudes in a large sphere
R = 400.0
order = np.arange(1, 1001)
root = (order + 0.5) * np.pi
for _ in range(30):
    root = order * np.pi + np.arctan(root)   # zeros of j1: tan x = x
k_box = root / R
grid = np.linspace(0.0, 40.0, 4001)
bound_u = np.sqrt(2.0) * np.exp(-grid)
box_norm = np.sqrt(R**3 / 2) * np.abs(spherical_jn(2, root))
radial = grid * spherical_jn(1, np.outer(k_box, grid))
box_dipole = simpson(bound_u * grid * radial, x=grid, axis=1)
box_dipole = box_dipole / box_norm / np.sqrt(3.0)
gap = (k_box**2 + 1) / 2


def excited_probability(omega, t):
    """First-order probability for unit force amplitude, cos(omega t)."""
    plus, minus = gap + omega, gap - omega
    amp = (np.exp(1j * plus * t) - 1) / (2j * plus)
    amp = amp + (np.exp(1j * minus * t) - 1) / (2j * minus)
    return np.sum(box_dipole**2 * np.abs(amp)**2)


def sigma_from_time(omega):
    """Cross section in m^2 as transition rate over photon flux."""
    period = 2 * np.pi / omega
    t1, t2 = 16 * period, 48 * period
    slope = excited_probability(omega, t2) - excited_probability(omega, t1)
    slope = slope / (t2 - t1)
    unit_energy = hbar**2 * kappa**2 / mass
    field = 1.0                               # V/m, cancels in the ratio
    force = const.e * field / (unit_energy * kappa)
    rate = slope * force**2 * unit_energy / hbar
    flux = 0.5 * index * const.epsilon_0 * const.c * field**2
    flux = flux / (omega * unit_energy)
    return rate / flux


time_results = []
for omega in (0.8, 1.0, 1.5):
    direct = sigma_from_time(omega)
    derived = sigma_formula(2 * omega * EI)
    # finite observation time leaves a small transient error
    assert abs(direct / derived - 1) < 0.01
    time_results.append((2 * omega, direct, derived))


# Spherical well of radius a with the same binding energy
def S(x):
    return np.sin(x) / x - np.cos(x)


def C(x):
    return np.cos(x) / x + np.sin(x)


def dS(x):
    return np.cos(x) / x - np.sin(x) / x**2 + np.sin(x)


def dC(x):
    return -np.sin(x) / x - np.cos(x) / x**2 + np.cos(x)


def make_well(a):
    """Return cross-section function of x = E/EI and the tail weight."""
    qa = brentq(lambda y: y * np.cos(y) + a * np.sin(y),
                np.pi / 2, np.pi)
    q = qa / a
    ri, wi = gauss(0.0, a, 60)
    ro, wo = gauss(a, a + 42.0, 240)
    ui = np.sin(q * ri) / np.sin(qa)
    uo = np.exp(-(ro - a))
    total = np.sum(wi * ui**2) + np.sum(wo * uo**2)
    # squared amplitude of exp(-r), relative to the zero-range value 2
    tail = np.exp(2 * a) / total / 2

    def strength(x):
        k = np.sqrt(x - 1)
        K = np.sqrt(k**2 + q**2 + 1)
        L = K * dS(K * a) / S(K * a)
        shift = np.arctan((L * S(k * a) - k * dS(k * a))
                          / (k * dC(k * a) - L * C(k * a)))
        cs, sn = np.cos(shift), np.sin(shift)
        A = (cs * S(k * a) + sn * C(k * a)) / S(K * a)
        integral = np.sum(wi * ui * ri * A * S(K * ri))
        outer = cs * S(k * ro) + sn * C(k * ro)
        integral += np.sum(wo * uo * ro * outer)
        spectral = 2 / (np.pi * k) * integral**2 / total / 3
        sigma_scaled = 4 * np.pi**2 * alpha / index * (x / 2) * spectral
        return sigma_scaled / kappa**2
    return strength, tail


peak_height = sigma_formula(2 * EI)
well_results = []
for a in (0.4, 0.2, 0.1):
    well, tail = make_well(a)
    best = minimize_scalar(lambda x: -well(x) / peak_height,
                           bounds=(1.4, 3.5), method="bounded",
                           options={"xatol": 1e-8})
    well_results.append((a, best.x, -best.fun, tail))
shifts = [abs(row[1] - 2) for row in well_results]
assert shifts[0] > shifts[1] > shifts[2]
assert shifts[2] < 0.005
assert abs(well_results[2][2] / well_results[2][3] - 1) < 0.01
threshold_exponent = np.log2(well(1.002) / well(1.001))
assert abs(threshold_exponent - 1.5) < 0.01

# Stationary point of the derived law, by symbolic algebra
x = sp.symbols("x", positive=True)
shape = (x - 1)**sp.Rational(3, 2) / x**3
stationary = sp.solve(sp.together(sp.diff(sp.log(shape), x)), x)
assert stationary == [2]
assert sp.diff(sp.log(shape), x, 2).subs(x, 2) < 0
closed_height = 2 * np.pi * alpha * hbar**2 / (3 * index * mass * EI)
assert abs(closed_height / peak_height - 1) < 1e-12

# Integrated cross section against the one-electron oscillator sum
area = EI * quad(lambda y: sigma_formula(y * EI), 1, np.inf,
                 epsabs=0, epsrel=1e-9, limit=300)[0]
sum_rule = 2 * np.pi**2 * alpha * hbar**2 / (index * mass)
assert abs(area / sum_rule - 1) < 1e-6


def half(y):
    return sigma_formula(y * EI) / peak_height - 0.5


low, high = brentq(half, 1.0, 2.0), brentq(half, 2.0, 30.0)

cm2 = 1e4
print(f"Binding energy: {binding_eV:.3f} eV")
print(f"Band mass: {mass_ratio:.3f} electron masses")
print(f"Refractive index: {index:.2f}")
print(f"Fine-structure constant: {alpha:.8f}")
print(f"kappa: {kappa * 1e-9:.4f} 1/nm")
print(f"Decay length 1/kappa: {1e9 / kappa:.4f} nm")
print(f"hbar^2/m: {hbar**2 / mass / eV * 1e18:.5f} eV nm^2")
print("Derived cross section:")
for y in (1.1, 1.5, 2.0, 3.0, 5.0):
    value = sigma_formula(y * EI)
    print(f"  E = {y * binding_eV:.3f} eV: {value * cm2:.4e} cm^2,"
          f" fraction of peak {value / peak_height:.4f}")
print(f"Peak position: {float(stationary[0]) * binding_eV:.4f} eV")
print(f"Peak height: {peak_height * cm2:.4e} cm^2")
print(f"Peak height: {peak_height * 1e18:.4e} nm^2")
print(f"Lower half-maximum energy: {low * binding_eV:.4f} eV")
print(f"Upper half-maximum energy: {high * binding_eV:.4f} eV")
print(f"Full width at half maximum: {(high - low) * binding_eV:.4f} eV")
print(f"Integral of derived law: {area / eV * cm2:.5e} eV cm^2")
print(f"Oscillator-sum value: {sum_rule / eV * cm2:.5e} eV cm^2")
print("Time-dependent calculation against derived law:")
for y, direct, derived in time_results:
    print(f"  E/EI = {y:.2f}: {direct * cm2:.4e} cm^2 and"
          f" {derived * cm2:.4e} cm^2")
print("Finite well, radius a (dimensionless numbers):")
for a, position, height, tail in well_results:
    print(f"  kappa a = {a:.2f}: peak E/EI = {position:.5f},"
          f" height ratio = {height:.5f}, tail weight = {tail:.5f}")
print(f"Threshold exponent, well kappa a = 0.10: {threshold_exponent:.4f}")
print("OK")
```

It prints:

```
Binding energy: 0.500 eV
Band mass: 0.300 electron masses
Refractive index: 3.40
Fine-structure constant: 0.00729735
kappa: 1.9842 1/nm
Decay length 1/kappa: 0.5040 nm
hbar^2/m: 0.25400 eV nm^2
Derived cross section:
  E = 0.550 eV: 4.3403e-18 cm^2, fraction of peak 0.1901
  E = 0.750 eV: 1.9137e-17 cm^2, fraction of peak 0.8381
  E = 1.000 eV: 2.2835e-17 cm^2, fraction of peak 1.0000
  E = 1.500 eV: 1.9137e-17 cm^2, fraction of peak 0.8381
  E = 2.500 eV: 1.1692e-17 cm^2, fraction of peak 0.5120
Peak position: 1.0000 eV
Peak height: 2.2835e-17 cm^2
Peak height: 2.2835e-03 nm^2
Lower half-maximum energy: 0.6218 eV
Upper half-maximum energy: 2.5530 eV
Full width at half maximum: 1.9313 eV
Integral of derived law: 1.07609e-16 eV cm^2
Oscillator-sum value: 1.07609e-16 eV cm^2
Time-dependent calculation against derived law:
  E/EI = 1.60: 2.0729e-17 cm^2 and 2.0728e-17 cm^2
  E/EI = 2.00: 2.2835e-17 cm^2 and 2.2835e-17 cm^2
  E/EI = 3.00: 1.9137e-17 cm^2 and 1.9137e-17 cm^2
Finite well, radius a (dimensionless numbers):
  kappa a = 0.40: peak E/EI = 2.01878, height ratio = 1.54651, tail weight = 1.51411
  kappa a = 0.20: peak E/EI = 2.00233, height ratio = 1.22901, tail weight = 1.22599
  kappa a = 0.10: peak E/EI = 2.00029, height ratio = 1.10654, tail weight = 1.10621
Threshold exponent, well kappa a = 0.10: 1.4957
OK
```
